# Second-Order Hyperfine Shifts and the King Line of Odd Isotopes

## The result

An isotope of mass $M$ is compared with a reference isotope of mass $M_0$ and zero nuclear spin. Let $\delta E_i$ be the transition energy of line $i$ in the isotope minus that in the reference, and let $\mu=1/M_0-1/M$. The King coordinates are $n_i=\delta E_i/\mu$. To leading order in the mass shift and the field shift, spinless isotopes lie on a straight line in the $(n_1,n_2)$ plane.

Let lines 1 and 2 run from one common lower level to $p_{1/2}$ and $p_{3/2}$, which are separated by $\Delta=E_{3/2}-E_{1/2}$. In an isotope with nuclear spin $I$, the hyperfine interaction mixes these levels and moves their centres of gravity by

$$\varepsilon_{1/2}=-\frac1\Delta\left[\frac{A^2I(I+1)}{128}+\frac{B^2(I+1)(2I+3)}{8I(2I-1)}\right],\qquad \varepsilon_{3/2}=-\tfrac12\varepsilon_{1/2}. \tag{1}$$

Here $A$ is the magnetic dipole constant of $p_{1/2}$ and $B$ the electric quadrupole constant of $p_{3/2}$; the $B$ term is present for $I\ge1$. The point leaves the King line vertically by $R/\mu$, with

$$R=\varepsilon_{3/2}-F_{21}\varepsilon_{1/2}-(1-F_{21})\,\varepsilon_{\rm low}, \tag{2}$$

where $F_{21}$ is the slope of the line and $\varepsilon_{\rm low}$ the second-order shift of the lower level.

Equation (1) holds for one nonrelativistic $p$ electron with the same radial function, and hence a single value of $\langle r^{-3}\rangle$, in both levels, for hyperfine energies small against $|\Delta|$, and with all other levels left out of the mixing. Its dipole term is derived twice below, its quadrupole term once.

## From level shifts to the King plot

For spinless isotopes $\delta E_i=K_i\mu+F_i\,\delta\langle r^2\rangle$, with mass coefficient $K_i$ and field coefficient $F_i$. With $x=\delta\langle r^2\rangle/\mu$ this reads $n_i=K_i+F_ix$. Inserting $x=(n_1-K_1)/F_1$ into $n_2$ gives the King line

$$n_2=K_2-F_{21}K_1+F_{21}n_1,\qquad F_{21}=F_2/F_1 .$$

Nuclear spin adds $\varepsilon_i-\varepsilon_{\rm low}$ to $\delta E_i$, where $\varepsilon_i$ belongs to the upper level of line $i$. The vertical distance from the line is then

$$n_2-(K_2-F_{21}K_1+F_{21}n_1)=\frac{(\varepsilon_2-\varepsilon_{\rm low})-F_{21}(\varepsilon_1-\varepsilon_{\rm low})}{\mu}=\frac R\mu .$$

A shifted centre of gravity is therefore not sufficient for a displacement off the line: if $R=0$, the point slides along it. For the fine-structure pair, (1) gives

$$R=-\varepsilon_{1/2}\left(\tfrac12+F_{21}\right)-(1-F_{21})\varepsilon_{\rm low}. \tag{3}$$

The two upper levels repel each other and move in opposite directions, so for $F_{21}>0$ their contributions add. The lower-level term is small when $F_{21}$ is close to 1; a cancellation would need $(1-F_{21})\varepsilon_{\rm low}$ to be as large as the pair term.

If line 2 instead ends on an unrelated level with negligible shift, $R=-F_{21}\varepsilon_{1/2}-(1-F_{21})\varepsilon_{\rm low}$. A displacement remains unless the two terms happen to cancel, and the lower level is suppressed only if $F_{21}$ again happens to be near 1.

## First derivation: traces

The centre of gravity of level $J$ is the mean of its hyperfine energies with weights $2F+1$, where $F$ (without index) is the total angular momentum. It equals the sum of all $(2J+1)(2I+1)$ eigenvalues divided by their number, which is a trace.

Let $P$ and $Q$ project on $p_{1/2}$ and $p_{3/2}$, and let $V$ be the hyperfine interaction. The first-order shift is proportional to ${\rm Tr}(PV)$. It vanishes because $V$ is linear in nuclear tensors of rank one and two, whose traces over the nuclear spin states are zero. In second order every intermediate state contributes with the denominator $E_{1/2}-E_{3/2}=-\Delta$, so that

$$\varepsilon_{1/2}=-\frac{W}{2(2I+1)\Delta},\qquad W={\rm Tr}(PVQV). \tag{4}$$

For $p_{3/2}$ the denominator is $+\Delta$ and the number of states $4(2I+1)$, hence $\varepsilon_{3/2}=-\varepsilon_{1/2}/2$.

### Dipole interaction

The nuclear moment $\boldsymbol\mu_I=g_I\mu_N\mathbf I$ acts on the orbital motion through its vector potential and on the electron spin through its dipole field. In atomic units the two parts are $\alpha^2\boldsymbol\mu_I\cdot\mathbf l/r^3$ and $\alpha^2[3(\mathbf s\cdot\hat{\mathbf r})(\hat{\mathbf r}\cdot\boldsymbol\mu_I)-\mathbf s\cdot\boldsymbol\mu_I]/r^3$, with spin $g$-factor 2. The contact term vanishes for a $p$ orbital. With $\mu_N=1/(2m_p)$,

$$V=a\,\mathbf N\cdot\mathbf I,\qquad \mathbf N=\mathbf l-\mathbf s+3(\mathbf s\cdot\hat{\mathbf r})\hat{\mathbf r},\qquad a=\frac{\alpha^2g_I\langle r^{-3}\rangle}{2m_p}.$$

The states with $m_J=\tfrac12$ are

$$|\tfrac12\rangle=\sqrt{\tfrac23}|1{\downarrow}\rangle-\sqrt{\tfrac13}|0{\uparrow}\rangle,\qquad |\tfrac32\rangle=\sqrt{\tfrac13}|1{\downarrow}\rangle+\sqrt{\tfrac23}|0{\uparrow}\rangle .$$

Since $\langle\hat z^2\rangle=\tfrac35$ for $m=0$ and $\tfrac15$ for $m=1$,

$$\langle0{\uparrow}|N_z|0{\uparrow}\rangle=-\tfrac12+\tfrac32\cdot\tfrac35=\tfrac25,\qquad \langle1{\downarrow}|N_z|1{\downarrow}\rangle=1+\tfrac12-\tfrac32\cdot\tfrac15=\tfrac65 .$$

The cross element comes from the spin-lowering part of $3(\mathbf s\cdot\hat{\mathbf r})\hat z$. It is $\tfrac32\langle1|(\hat x+i\hat y)\hat z|0\rangle=\tfrac32(-\tfrac{\sqrt2}5)=-\tfrac{3\sqrt2}{10}$. Therefore

$$\langle\tfrac12|N_z|\tfrac12\rangle=\tfrac45+\tfrac2{15}+\tfrac25=\tfrac43,\qquad \langle\tfrac32|N_z|\tfrac32\rangle=\tfrac25+\tfrac4{15}-\tfrac25=\tfrac4{15},$$

$$\langle\tfrac12|N_z|\tfrac32\rangle=\tfrac{\sqrt2}3\left(\tfrac65-\tfrac25\right)+\left(\tfrac23-\tfrac13\right)\left(-\tfrac{3\sqrt2}{10}\right)=\tfrac{\sqrt2}6 .$$

Within one level $V=A_J\,\mathbf I\cdot\mathbf J$. Division by $m_J=\tfrac12$ gives $A\equiv A_{1/2}=8a/3$ and $A_{3/2}=8a/15$.

Isotropy gives ${\rm Tr}(I_iI_j)=\delta_{ij}I(I+1)(2I+1)/3$. It also makes the three electronic components equal, and $m_J=\pm\tfrac12$ contribute $\tfrac1{18}$ each, so $\sum_i{\rm Tr}(PN_iQN_i)=3\cdot2\cdot\tfrac1{18}=\tfrac13$. Thus

$$W_{\rm dip}=\frac{a^2I(I+1)(2I+1)}9,\qquad \varepsilon_{1/2}^{\rm dip}=-\frac{a^2I(I+1)}{18\Delta}=-\frac{A^2I(I+1)}{128\Delta}, \tag{5}$$

where the last step uses $a=3A/8$.

### Quadrupole interaction

An electron on the nuclear axis has the energy $-Q_n/(2r^3)$ in the quadrupole field of a nucleus with $m_I=I$, where $Q_n$ is the quadrupole moment. In that state $3I_z^2-\mathbf I^2=I(2I-1)$. For a general direction,

$$V_Q=-\beta\left[3(\mathbf I\cdot\hat{\mathbf r})^2-\mathbf I^2\right]=-3\beta\sum_{ij}T_{ij}R_{ij},\qquad \beta=\frac{b}{2I(2I-1)},\quad b=Q_n\langle r^{-3}\rangle,$$

with $T_{ij}=\tfrac12(I_iI_j+I_jI_i)-\tfrac13\delta_{ij}I(I+1)$ and $R_{ij}=\hat r_i\hat r_j-\tfrac13\delta_{ij}$. In the state $m_J=\tfrac32$, $m_I=I$ the energy is $-\tfrac b2\cdot(-\tfrac15)=\tfrac b{10}$. By definition it is $B/4$, so $B=2b/5$.

Isotropy, symmetry and zero trace in each index pair leave one form,

$${\rm Tr}(T_{ij}T_{kl})=t\left[\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\tfrac13\delta_{ij}\delta_{kl}\right],\qquad t=\tfrac32{\rm Tr}\,T_{zz}^2 .$$

The sums of $m_I^2$ and $m_I^4$ give ${\rm Tr}\,T_{zz}^2=(2I+1)I(I+1)(2I-1)(2I+3)/45$. The electronic trace has the same form with $u=\tfrac32{\rm Tr}(PR_{zz}QR_{zz})$, and the bracket summed over $i=k$, $j=l$ is 5. As $R_{zz}$ averages to $\tfrac4{15}$ for $m=0$ and $-\tfrac2{15}$ for $m=1$, its element between the levels is $\tfrac{\sqrt2}3(-\tfrac2{15}-\tfrac4{15})=-\tfrac{2\sqrt2}{15}$. Hence $u=\tfrac32\cdot2\cdot\tfrac8{225}=\tfrac8{75}$, and

$$W_Q=9\beta^2t\cdot5u=\frac{b^2(2I+1)(I+1)(2I+3)}{25I(2I-1)} .$$

Equation (4) with $b=5B/2$ gives the second term of (1). Cross terms between dipole and quadrupole contain ${\rm Tr}(I_iT_{jk})$. An isotropic tensor with three indices is proportional to the antisymmetric $\epsilon_{ijk}$, whereas $T_{jk}$ is symmetric, so they vanish in the second-order shift of the centre of gravity.

## Second derivation: one two-level problem for each $F$

Now take the dipole interaction alone and resolve $F$. The needed coupling follows from $M_{ij}=PN_iQN_jP$. Acting in the two-dimensional $p_{1/2}$ space, it must have the form $c\,\delta_{ij}+d\,\epsilon_{ijk}J_k$ (repeated indices are summed). The trace found above, $\tfrac13=6c$, gives $c=\tfrac1{18}$.

The scalar $J_iN_i$ cannot connect $j=\tfrac12$ to $j=\tfrac32$, so $J_iM_{ij}=0$. With $\epsilon_{ijk}J_iJ_k=-iJ_j$ this requires $c-id=0$, or $d=-ic$. Using $\epsilon_{ijk}I_iI_j=iI_k$,

$$PVQVP=a^2I_iI_jM_{ij}=\frac{a^2}{18}\left[I(I+1)+\mathbf I\cdot\mathbf J\right]. \tag{6}$$

Divided by $-\Delta$, the first part is the common displacement (5). The second has the form of the ordinary dipole interaction and changes the apparent $A$ by $-a^2/(18\Delta)$, without moving the centre of gravity.

In $p_{1/2}$, $\mathbf I\cdot\mathbf J$ is $I/2$ for $F=I+\tfrac12$ and $-(I+1)/2$ for $F=I-\tfrac12$. The squared couplings are therefore

$$V_{I+1/2}^2=\frac{a^2I(2I+3)}{36},\qquad V_{I-1/2}^2=\frac{a^2(I+1)(2I-1)}{36}.$$

For $I=\tfrac12$ the second vanishes, as it must: $p_{3/2}$ has no $F=0$ state.

Let $d_F$ and $d'_F$ be the first-order energies in the lower and upper level, and $G_F=\Delta+d'_F-d_F$. For $\Delta>0$ and $G_F>0$ the lower root is

$$E_F=\frac{d_F+\Delta+d'_F}2-\sqrt{\frac{G_F^2}4+V_F^2}=d_F-\frac{V_F^2}{G_F}+\frac{V_F^4}{G_F^3}-\dots \tag{7}$$

The weighted sum of $d_F$ is zero. With $G_F\to\Delta$, the next term needs

$$\sum_F(2F+1)V_F^2=\frac{2a^2I(I+1)}{36}\left[(2I+3)+(2I-1)\right]=\frac{a^2I(I+1)(2I+1)}9,$$

which is $W_{\rm dip}$. Division by $-2(2I+1)\Delta$ reproduces (5). In $p_{3/2}$ the same repulsions appear with opposite sign and are averaged over twice as many states.

Equation (7) also shows how the result fails. From $A_{1/2}$ and $A_{3/2}$, $d'_F-d_F$ equals $-\tfrac{4a}{15}(4I+3)$ for $F=I+\tfrac12$ and $+\tfrac{4a}{15}(4I+1)$ for $F=I-\tfrac12$. Expanding $1/G_F$ to first order, the weighted sum contains $-(2I+3)(4I+3)+(2I-1)(4I+1)=-10(2I+1)$, and

$$\varepsilon_{1/2}^{\rm dip}=-\frac{a^2I(I+1)}{18\Delta}\left[1+\frac{4a}{3\Delta}+O\!\left(\frac{a^2}{\Delta^2}\right)\right]. \tag{8}$$

For $I=\tfrac52$, the ratio of (5) to the full two-level shift is 0.9987 at $a/\Delta=0.001$, 0.986 at 0.01 and 0.79 at 0.1. In the last case second order misses 21% of the full shift.

## A model isotope

The parameters are round model values: $I=\tfrac52$, a moment of 2 nuclear magnetons, $\langle r^{-3}\rangle=10$ Å$^{-3}$, $Q_n=10^{-9}$ Å$^2$ and $\Delta=0.03$ eV. They give $A=1.2474\times10^{-6}$ eV and $B=5.760\times10^{-8}$ eV. The two terms of (1) are

$$\frac{(1.2474\times10^{-6})^2\times8.75}{128\times0.03}=3.546\times10^{-12}\ {\rm eV},$$

$$\frac{(5.760\times10^{-8})^2\times3.5\times8}{8\times2.5\times4\times0.03}=3.87\times10^{-14}\ {\rm eV}.$$

The quadrupole supplies about 1% of the total, so $\varepsilon_{1/2}=-3.584\times10^{-12}$ eV and $\varepsilon_{3/2}=1.792\times10^{-12}$ eV. Diagonalization of the full fine-structure and hyperfine matrix gives the same values to these digits.

The slope is $F_{21}=1.0025$, and the lower level is assigned a shift of $-4.0\times10^{-12}$ eV, comparable to $\varepsilon_{1/2}$. From (3),

$$R=3.584\times10^{-12}\times1.5025-1.0\times10^{-14}=5.375\times10^{-12}\ {\rm eV},$$

or 1.30 kHz as a frequency. The lower level thus contributes 0.2% of $R$ in magnitude. For masses 50 u (reference) and 53 u, $\mu=1.132\times10^{-3}$ u$^{-1}$, and the predicted offset is $R/\mu=4.748\times10^{-9}$ eV u, above the line.

The point built from the diagonalized energies lies off the line through three spinless isotopes by this amount, within 0.03% of the offset. Two further tests identify the cause. With the matrix elements between $p_{1/2}$ and $p_{3/2}$ removed and $\varepsilon_{\rm low}=0$, the point returns to the line within the same tolerance. With the mixing kept and (1) subtracted from the two centres of gravity, what remains is the small lower-level term and a third-order remainder below 0.1 Hz. This subtraction removes only the pair contribution. The lower-level term, here 2.4 Hz in magnitude, remains, and in a real atom so do the shifts of the two upper levels by remote states, which the model leaves out and which can be far larger than 2.4 Hz (last section).

The isotope shifts themselves are $1.6\times10^{-6}$ eV, about $3\times10^5$ times $R$. For these parameters the displacement matters when the uncertainty of $R$, which combines the errors of all isotope shifts entering the plot, is below 1.30 kHz. A $p$ level that decays to an $s$ level by an allowed optical transition has a natural width of several to some tens of MHz, so on such lines this accuracy means locating line centres to about $10^{-4}$ of their width. For given $I$ and $F_{21}$, $R$ scales as $A^2/\Delta$ as long as the dipole term dominates it. Left uncorrected, the displacement would appear as a nonlinearity of the King plot. The numerical output below writes $D$ for $\Delta$.

## What each derivation assumes

The trace derivation assumes that second-order perturbation theory holds, but it needs no individual hyperfine energy. It treats both multipoles together and shows why their cross terms, which do shift individual $F$ levels, cancel in the centre of gravity at second order. Equation (4) carries over to any close pair $J,J'$ if 2 is replaced by $2J+1$ and $W$ is evaluated with the appropriate states. This is the form to use when relativity or electron correlation makes the radial factors of the two levels differ, because the mixing element is then no longer fixed by $A$ and $B$ through the ratios used here.

The derivation by $F$ assumes a pure dipole interaction and uses the special algebra of $j=\tfrac12$. In return it does not assume $V_F\ll\Delta$: within the two-level model the root in (7) is complete, and its expansion gives the error of (5). The two derivations share the element $\sqrt2/6$, so their agreement does not check that number; the diagonalization does, since it obtains the operators from angular integrals.

Both omit remote levels, and for a real atom this omission is not small. A remote $p$ level couples to $p_{1/2}$ through both of its $j$ components, with angular factor $\left(\tfrac83\right)^2\tfrac34+\tfrac16=\tfrac{11}2$ in place of the $\tfrac16$ of the pair, 33 times larger. For $p_{3/2}$ the factor is only $\left(\tfrac8{15}\right)^2\tfrac{15}4+\tfrac1{12}=\tfrac{23}{20}$, and $f$ levels also enter. These shifts differ between the two levels, so their contribution to $R$ is not suppressed by $1-F_{21}$. For one electron in a screened central potential with $\Delta$ and $\langle r^{-3}\rangle$ close to the model values, they add roughly 30% to the pair term, and the fraction is larger in heavier atoms. Equation (1) is then the leading part of the displacement, not all of it. Both also require the centre of gravity to be formed from all $F$ components with weights $2F+1$. An unweighted mean would retain a first-order hyperfine shift: for $p_{1/2}$ it is $\tfrac12\left[\tfrac{AI}2-\tfrac{A(I+1)}2\right]=-\tfrac A4$, here $3\times10^{-7}$ eV in magnitude and far larger than the effect sought.

## Table of computed values

```
nuclear spin I = 2.5, magnetic moment = 2.0 nuclear magnetons
quadrupole moment Q = 1.0e-09 angstrom^2
mean inverse cube radius = 10.0 angstrom^-3
fine-structure splitting D = 0.030 eV
element of N_z between p1/2 and p3/2 = 0.235702 (no unit)
dipole coupling a = 4.67774e-07 eV
quadrupole coupling b = 1.43996e-07 eV
A of p1/2 = 1.24740e-06 eV
A of p3/2 = 2.49479e-07 eV
B of p3/2 = 5.75986e-08 eV
dipole part of p1/2 centroid shift = -3.5456e-12 eV
quadrupole part of p1/2 centroid shift = -3.8705e-14 eV
p1/2 centroid shift, formula = -3.5843e-12 eV
p1/2 centroid shift, diagonalization = -3.5844e-12 eV
p3/2 centroid shift, formula = 1.7921e-12 eV
p3/2 centroid shift, diagonalization = 1.7922e-12 eV
dipole change of apparent A of p1/2 = -4.0521e-13 eV
mass coefficients K1, K2 = 1.700e-03, 1.702e-03 eV u
field coefficients F1, F2 = -1.200e+04, -1.203e+04 eV/angstrom^2
reference mass = 50 u
even mass 52 u: radius change 1.50e-11 angstrom^2, mu 7.69231e-04 1/u
  n1 = 1.466000000e-03 eV u, n2 = 1.467415000e-03 eV u
even mass 54 u: radius change 3.50e-11 angstrom^2, mu 1.48148e-03 1/u
  n1 = 1.416500000e-03 eV u, n2 = 1.417791250e-03 eV u
even mass 56 u: radius change 4.50e-11 angstrom^2, mu 2.14286e-03 1/u
  n1 = 1.448000000e-03 eV u, n2 = 1.449370000e-03 eV u
odd mass 53 u: radius change 2.50e-11 angstrom^2, mu 1.13208e-03 1/u
odd isotope shifts, lines 1 and 2 = 1.62452872e-06, 1.62604825e-06 eV
odd point n1 = 1.435000367e-03 eV u, n2 = 1.436342616e-03 eV u
King line at odd n1 = 1.436337868e-03 eV u
King slope F21 = 1.002500 (no unit)
vertical offset from line = 4.7484e-09 eV u
formula R/mu = 4.7482e-09 eV u
assumed lower-level shift = -4.0e-12 eV
pair part of R = 5.3854e-12 eV
lower-level part of R = -1.0000e-14 eV
total R = 5.3754e-12 eV = 1299.8 Hz
offset after subtracting pair shifts = -8.7e-12 eV u
a/D = 0.001: second-order/full dipole shift = 0.99866 (no unit)
a/D = 0.01: second-order/full dipole shift = 0.98582 (no unit)
a/D = 0.1: second-order/full dipole shift = 0.79077 (no unit)
```
